# Clausing's equation for a tube as long as its diameter

## Problem

An effusion cell is closed by a plate with a straight circular channel of diameter $D$ and length $L=D$. Vapour enters at one end, and beyond the other end is a vacuum. What fraction $W$ of the molecules entering the channel leaves at the vacuum end?

Assume the following.

- Molecules collide with the wall but not with each other inside the channel.
- They enter uniformly over the opening, with the cosine law: the probability per unit solid angle is $\cos\theta/\pi$, where $\theta$ is measured from the normal to the opening.
- After each wall hit a molecule leaves from the same place, again with the cosine law about the local normal and with no memory of its arrival direction.
- Nothing remains on the wall, and nothing returns from the vacuum.

(a) Derive the probabilities for a single flight inside the channel.

(b) Set up the integral equation for the exit probability of a molecule leaving the wall, and show that it has one solution.

(c) Solve it by hand with three nodes, then refine the solution until $W$ is known to three digits.

(d) Interpret the result, and compare it with the limits of short and long tubes.

## Solution

All axial distances are measured in units of $D$. The tube extends from $z=0$ to $z=\lambda=L/D$, and $\lambda=1$ is inserted when numbers are needed. The speed of a molecule affects how long a flight takes but not where it ends, so temperature and molecular mass do not enter $W$.

### (a) Single flights

**From wall to wall.** Let a molecule leave the wall at an angle $\psi$ to the tube axis, and let $\phi$ be the angle between the inward normal and the projection of its direction on the cross-section. The direction has component $\cos\psi$ along the axis and $\sin\psi\cos\phi$ along the normal. The solid angle element is $\sin\psi\,d\psi\,d\phi$, so the cosine law gives the probability

$$
dP=\frac{1}{\pi}\sin^2\psi\,\cos\phi\,d\psi\,d\phi,\qquad 0<\psi<\pi,\quad -\frac{\pi}{2}<\phi<\frac{\pi}{2}.
$$

Its integral is $(1/\pi)(\pi/2)(2)=1$, as required.

Projected on the cross-section, the flight is a chord at angle $\phi$ to a diameter, and its length is $c=\cos\phi$. The axial advance is therefore $t=c\cot\psi$. At fixed $\phi$ we have $|dt|=c\,d\psi/\sin^2\psi$, hence

$$
\frac{1}{\pi}\sin^2\psi\;c\,d\psi=\frac{1}{\pi}\sin^4\psi\,|dt|,\qquad \sin^2\psi=\frac{1}{1+\cot^2\psi}=\frac{c^2}{c^2+t^2}.
$$

The probability density that the next hit lies an axial distance $t>0$ away, on one chosen side, is thus

$$
K(t)=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{\cos^4\phi}{(\cos^2\phi+t^2)^2}\,d\phi .
$$

To integrate, put $s=t^2$ and write

$$
\frac{c^4}{(c^2+s)^2}=\left(1-\frac{s}{c^2+s}\right)^2=1-\frac{2s}{c^2+s}+\frac{s^2}{(c^2+s)^2}.
$$

With $u=\tan\phi$,

$$
J(s)=\int_{-\pi/2}^{\pi/2}\frac{d\phi}{s+\cos^2\phi}=\int_{-\infty}^{\infty}\frac{du}{s+1+su^2}=\frac{\pi}{\sqrt{s(s+1)}}.
$$

The integral with the squared denominator is $-J'(s)=\pi(2s+1)/\{2[s(s+1)]^{3/2}\}$. Inserting both and returning to $t$,

$$
K(t)=1-\frac{2t}{\sqrt{t^2+1}}+\frac{t(2t^2+1)}{2(t^2+1)^{3/2}}
=1-\frac{2t^3+3t}{2(t^2+1)^{3/2}} .
$$

The last form follows from $4t(t^2+1)-t(2t^2+1)=2t^3+3t$.

**From wall to opening.** A molecule passes an opening at distance $t$ if, in a tube continued beyond it, its next hit would lie farther away than $t$. The probability is $E(t)=\int_t^\infty K(t')\,dt'$. The integral is

$$
E(t)=\frac{t^2+\tfrac12}{\sqrt{t^2+1}}-t,
$$

because differentiation gives

$$
E'(t)=\frac{2t(t^2+1)-t(t^2+\frac12)}{(t^2+1)^{3/2}}-1=\frac{t^3+\frac32t}{(t^2+1)^{3/2}}-1=-K(t),
$$

and $E(t)=\sqrt{t^2+1}-t-1/(2\sqrt{t^2+1})$ vanishes as $t\to\infty$. At the edge of the opening $E(0)=1/2$: half of the directions lead outwards.

**From entrance to wall.** Let $g(z)\,dz$ be the probability that an entering molecule first hits the wall between $z$ and $z+dz$. Imagine the tube in equilibrium with gas on both sides, so that the same number $\nu$ of molecules per unit area and time leaves every surface. Each flight from the entrance disc to a wall ring is then as frequent as its reverse. The disc has area $\pi D^2/4$ and the ring $\pi D^2\,dz$, so

$$
\nu\,\frac{\pi D^2}{4}\,g(z)\,dz=\nu\,\pi D^2\,dz\,E(z)\quad\Rightarrow\quad g(z)=4E(z).
$$

This is a relation between flight geometries, so it also holds when there is no gas on the far side. The fraction crossing the tube without touching the wall is

$$
F(\lambda)=1-4\int_0^\lambda E(z)\,dz=1+2\lambda^2-2\lambda\sqrt{1+\lambda^2}.
$$

Indeed, the right-hand side equals 1 at $\lambda=0$, and its derivative is $4\lambda-(4\lambda^2+2)/\sqrt{1+\lambda^2}=-4E(\lambda)$.

### (b) The integral equation

Let $w(z)$ be the probability that a molecule leaving the wall at $z$ finally exits at $z=\lambda$. It either exits in its next flight or hits the wall at some $z'$ and starts again from there:

$$
w(z)=E(\lambda-z)+\int_0^\lambda K(|z-z'|)\,w(z')\,dz'. \tag{1}
$$

This is Clausing's equation in terms of exit probabilities. Entering molecules either cross directly or first hit the wall, so

$$
W=F(\lambda)+4\int_0^\lambda E(z)\,w(z)\,dz. \tag{2}
$$

**One solution.** The probability that a flight from $z$ ends on the wall again is

$$
\int_0^\lambda K(|z-z'|)\,dz'=1-E(z)-E(\lambda-z). \tag{3}
$$

The integral form of $K$ shows that $K$ decreases with $t$. Hence $E''=-K'>0$, so $E$ is convex and $E(z)+E(\lambda-z)\ge 2E(\lambda/2)$. The right-hand side of (3) is therefore at most $q=1-2E(\lambda/2)<1$. If two bounded solutions of (1) differed by $\delta(z)$, then $\max|\delta|\le q\max|\delta|$, which forces $\delta=0$. The same factor makes repeated substitution in (1) converge, so a solution exists. For $\lambda=1$, $q=0.658$. The probability of still being in the tube after $n$ flights from the wall is at most $q^n$.

**Symmetry.** Reflecting the tube suggests $w(z)+w(\lambda-z)=1$, since every molecule leaves at one end or the other. To prove it, set $v(z)=1-w(\lambda-z)$. Equation (1), taken at $\lambda-z$ and with the integration variable reflected, reads

$$
\int_0^\lambda K(|z-z'|)\,w(\lambda-z')\,dz'=w(\lambda-z)-E(z).
$$

Subtracting this from (3) gives

$$
\int_0^\lambda K(|z-z'|)\,v(z')\,dz'=1-w(\lambda-z)-E(\lambda-z)=v(z)-E(\lambda-z).
$$

So $v$ obeys (1), and by uniqueness $v=w$. In particular $w(\lambda/2)=1/2$.

### (c) Numerical solution

**Treating the kink.** For small $t$, $K(|t|)=1-\tfrac32|t|+\dots$, so the integrand of (1) has a kink at $z'=z$. Its effect is reduced by multiplying (3) by $w(z)$ and subtracting the result from (1):

$$
[E(z)+E(\lambda-z)]\,w(z)=E(\lambda-z)+\int_0^\lambda K(|z-z'|)\,[w(z')-w(z)]\,dz'. \tag{4}
$$

Now choose equally spaced nodes $z_i$ and Simpson weights $a_j$. With $K_{ij}=K(|z_i-z_j|)$, equation (4) becomes

$$
\Big[E(z_i)+E(\lambda-z_i)+\sum_{j\ne i}a_jK_{ij}\Big]w_i-\sum_{j\ne i}a_jK_{ij}w_j=E(\lambda-z_i).
$$

In each row the diagonal coefficient exceeds the sum of the magnitudes of the others by $E(z_i)+E(\lambda-z_i)>0$. Such a matrix cannot be singular, so the discrete solution is unique. The equations also keep their form when $w_i$ is replaced by one minus its mirror value, because the weights are symmetric. The discrete values therefore obey the same symmetry as $w(z)$.

**Three nodes.** Take $\lambda=1$ and nodes $0,\tfrac12,1$, with weights $\tfrac16,\tfrac46,\tfrac16$. Symmetry gives $w(\tfrac12)=\tfrac12$ and $w(1)=1-w_0$, leaving $w_0=w(0)$ as the one unknown. The formulas of part (a) give

| $t$ | $K(t)$ | $E(t)$ |
|---|---|---|
| 0 | 1.00000 | 0.50000 |
| 1/2 | 0.37390 | 0.17082 |
| 1 | 0.11612 | 0.06066 |

For example, $K(1)=1-5/(4\sqrt2)$ and $E(1)=3/(2\sqrt2)-1$. Equation (4) at $z=0$ is

$$
\left[\tfrac12+E(1)\right]w_0=E(1)+\tfrac46K(\tfrac12)\left(\tfrac12-w_0\right)+\tfrac16K(1)\,(1-2w_0).
$$

Collecting the terms in $w_0$ on the left,

$$
\left[\tfrac12+E(1)+\tfrac23K(\tfrac12)+\tfrac13K(1)\right]w_0=E(1)+\tfrac13K(\tfrac12)+\tfrac16K(1).
$$

The bracket is $0.84863$ and the right-hand side is $0.20465$, so

$$
w_0=\frac{0.20465}{0.84863}=0.24115,\qquad w(1)=0.75885.
$$

Simpson's rule for the integral in (2) gives the contribution of molecules that have touched the wall:

$$
\tfrac46\left[0.50000(0.24115)+4(0.17082)(0.5)+0.06066(0.75885)\right]=0.33883.
$$

The direct part is $F(1)=3-2\sqrt2=0.17157$. The three-node estimate is thus

$$
W\approx0.17157+0.33883=0.5104 .
$$

**Refinement.** With more intervals the linear system is solved by computer:

| Intervals | $w(0)$ | $W$ |
|---|---|---|
| 2 | 0.241149 | 0.5104043 |
| 4 | 0.242397 | 0.5140523 |
| 8 | 0.242379 | 0.5142208 |
| 16 | 0.242377 | 0.5142299 |
| 32 | 0.242377 | 0.5142305 |

The transmission probability is therefore

$$
\boxed{W=0.514\quad\text{for }L=D.}
$$

The three-node value is 0.74 % below the converged one.

The rapid convergence can be understood from (4). Split at $z'=z$, the integral in (1) contains smooth functions on each side, and repeated differentiation shows that $w$ is smooth up to both ends. Near the kink, with $t=z'-z$, the leading non-smooth term in the integrand of (4) is $-\tfrac32w'(z)\,|t|\,t$. If $z$ is the middle node of a Simpson panel $-h<t<h$, this odd term integrates to zero, and Simpson's rule also gives zero for it. The next non-smooth term is proportional to $|t|t^2$ and contributes an error of order $h^4$ from that one panel. If $z$ lies on a panel boundary, the kink does no harm. The smooth parts give a total error of order $h^4$ as well, so halving $h$ should reduce the error about 16 times.

To measure the error, a reference solution was computed by another method. There $w$ is a polynomial of degree 18, equation (1) is imposed at 19 Gauss points, and each integral is split at $z'=z$ and evaluated by Gauss quadrature. It gives $W=0.5142305$. Relative to this value, the Simpson error falls by a factor of 16.4 from 8 to 16 intervals and 16.1 from 16 to 32. The seven digits describe the solution of the equation. A real channel, with its imperfect shape and wall, does not deserve them.

### (d) Reading the result

**The profile.** The polynomial solution gives

| $z$ | $w(z)$ |
|---|---|
| 0 | 0.2424 |
| 0.25 | 0.3698 |
| 0.50 | 0.5000 |
| 0.75 | 0.6302 |
| 1 | 0.7576 |

A molecule leaving the wall right at the entrance still has nearly one chance in four of getting through. Half of its directions lead back to the cell at once, but the others take it into the tube.

The profile also describes how strongly the wall is bombarded. Let $\nu_0$ be the entrance flux per unit area and $\nu(z)$ the flux hitting the wall. Direct arrivals from the entrance contribute $\nu_0E(z)$, by the area ratio used in part (a), and arrivals from the rest of the wall contribute $\int_0^\lambda K(|z-z'|)\nu(z')\,dz'$. This is (1) reflected, so $\nu(z)/\nu_0=w(\lambda-z)=1-w(z)$. The bombardment falls from $0.758\,\nu_0$ at the entrance to $0.242\,\nu_0$ at the exit.

**Why a fair coin fails.** Of the entering molecules, 17.2 % cross directly and 34.3 % exit after touching the wall. If every molecule that hits the wall had an even chance, the total would be

$$
F+\tfrac12(1-F)=0.17157+\tfrac12(0.82843)=0.586,
$$

which is too high. The average of $w$ over first wall hits is $(W-F)/(1-F)=0.414$, not one half. The reason is where those hits occur. The share in the entrance half is $[1-F(\tfrac12)]/[1-F(1)]=0.746$, and there the computed $w$ lies below $1/2$. Symmetry makes this precise:

$$
\int_0^1E(z)\left[w(z)-\tfrac12\right]dz=\int_0^{1/2}[E(z)-E(1-z)]\left[w(z)-\tfrac12\right]dz<0,
$$

since $E$ decreases with distance.

**Short tube.** For $\lambda\ll1$, $F=1-2\lambda+O(\lambda^2)$. Equation (1) gives $w=\tfrac12+O(\lambda)$, and $4E=2+O(\lambda)$. Therefore

$$
W=1-2\lambda+\lambda+O(\lambda^2)=1-\lambda+O(\lambda^2).
$$

About $2\lambda$ of the molecules hit the wall, and half of these return. At $\lambda=1$ the first-order formula would give zero, so this tube is far from short.

**Long tube.** For $\lambda\gg1$, $w$ varies slowly over the distance of a typical flight. Suppose that $w$ changes on the scale of $\lambda$, and compare the terms of (4) far from the ends. The leading part of the integral is $w''(z)\int_0^\infty t^2K\,dt$, which would be of order $\lambda^{-2}$. The terms with $E$ are only of order $\lambda^{-3}$, because $E(t)\simeq1/(8t^3)$ at large $t$. To leading order, therefore, $w''=0$, and $w$ is linear. A molecule starting near the entrance steps either way along the axis with equal chance, so in a very long tube it almost always escapes through the entrance before it reaches the distant exit. Hence $w$ tends to 0 at the entrance and, by symmetry, to 1 at the exit. To leading order $w(z)=z/\lambda$, and $\nu(z)=\nu_0[1-w(z)]=\nu_0(1-z/\lambda)$. The net flow through a cross-section is the difference between crossings from its two sides:

$$
\pi D^2\int_0^\infty[\nu(z-t)-\nu(z+t)]\,E(t)\,dt=\pi D^2\,\frac{2\nu_0}{\lambda}\int_0^\infty tE(t)\,dt .
$$

Integrating by parts, and then using the integral form of $K$ with $\int_0^\infty t^2(c^2+t^2)^{-2}dt=\pi/(4c)$,

$$
\int_0^\infty tE\,dt=\frac12\int_0^\infty t^2K\,dt=\frac18\int_{-\pi/2}^{\pi/2}\cos^3\phi\,d\phi=\frac18\cdot\frac43=\frac16 .
$$

Dividing the flow $\pi D^2\nu_0/(3\lambda)$ by the inflow $\pi D^2\nu_0/4$ gives $W\simeq4/(3\lambda)$. At $\lambda=1$ this is $1.33$, impossible for a probability. The tube with $L=D$ lies between the two limits, and neither formula gives a usable estimate of $W$ there.

**Meaning for the cell.** The channel delivers 0.514 times the flow of a thin orifice of the same diameter with the same incident flux. The remaining 0.486 returns to the cell. The far-field intensity on the axis, however, is not reduced. Molecules entering parallel to the axis miss the wall, while the wall's own emission per unit solid angle is proportional to $\sin\psi$ and vanishes along the axis. For equal total flow, the channel's axial intensity is therefore $1/0.5142\approx1.94$ times that of the orifice.

**Where the result fails.** If molecules collide with each other inside the channel, straight flights from wall to wall no longer describe the motion, and $W$ can depend on pressure. Mirror-like reflection preserves the axial velocity; if every reflection were of this kind, all entering molecules would pass and $W$ would be 1. Permanent condensation removes molecules from the balance and lowers $W$. Migration along the wall breaks the assumption that a molecule leaves from where it arrived. The value 0.514 belongs to free-molecular flow past a wall that scatters diffusely and retains nothing.
